# Hall parameter of argon ions in a low-pressure process plasma: verification in Python

```python
"""Hall parameter of Ar+ in argon from its reduced mobility.

Result under test: beta = omega_c/nu = K*B with K = K0*N0/N, near 0.13 at
10 mTorr, 300 K, 100 G; transverse mobility and diffusion are divided by
1 + beta^2.  K0: reduced mobility, N0: standard density, N: gas density,
omega_c = e*B/m: ion gyrofrequency, nu = e/(m*K): momentum-loss rate.
B is along z, E along x.  SI units inside, engineering units in the output.
A constant charge-exchange cross section serves as a second collision model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

e, kB = const.e, const.k
mass = 39.948 * const.atomic_mass - const.m_e
pressure = 10e-3 * const.torr
temperature = 300.0
B = 100e-4
K0 = 1.53e-4

N0 = const.atm / (kB * 273.15)
N = pressure / (kB * temperature)
K = K0 * N0 / N
omega = e * B / mass
nu = e / (mass * K)
beta = K * B
reduction = 1 / (1 + beta**2)
s = np.sqrt(kB * temperature / mass)      # thermal speed per component
assert abs(beta - 0.13) < 0.005


# Constant-rate charge exchange: average the free motion over ion ages.
def drift_by_ages(field, magnetic):
    gyro = e * magnetic / mass

    def rhs(x, y):                        # x = nu * age
        ux, uy = y[0], y[1]
        return [(e * field / mass + gyro * uy) / nu, -gyro * ux / nu,
                np.exp(-x) * ux, np.exp(-x) * uy]

    sol = solve_ivp(rhs, (0, 40), [0, 0, 0, 0], rtol=1e-9, atol=1e-9)
    return sol.y[2, -1], sol.y[3, -1]


for magnetic in (B, 10 * B):
    b = K * magnetic
    ux, uy = drift_by_ages(5.0, magnetic)
    assert np.isclose(ux, K * 5.0 / (1 + b**2), rtol=1e-5)
    assert np.isclose(uy, -b * K * 5.0 / (1 + b**2), rtol=1e-5)


# Diffusion from the mean square displacement of independent free flights.
def diffusion_by_flights(magnetic):
    r = e * magnetic / mass / nu

    def integrand(x):
        along = np.sin(r * x) / r
        across = (1 - np.cos(r * x)) / r
        return np.exp(-x) * (along**2 + across**2)

    square = quad(integrand, 0, 50, limit=300)[0] * s**2 / nu**2
    return nu * square / 2


D = K * kB * temperature / e
for magnetic in (B, 10 * B):
    expected = D / (1 + (K * magnetic)**2)
    assert np.isclose(diffusion_by_flights(magnetic), expected, rtol=1e-6)


# Linearized kinetic equation for a constant charge-exchange cross section.
# Speeds are in units of s, rates in units of N*sigma*s.
def kinetic_response(gyro, points=240):
    x, weight = np.polynomial.legendre.leggauss(points)
    w, weight = 4 * (x + 1), 4 * weight
    maxwell = weight * 4 * np.pi * w**2 * np.exp(-w**2 / 2)
    maxwell /= (2 * np.pi)**1.5
    low = np.minimum.outer(w, w)
    high = np.maximum.outer(w, w)
    g0 = high + low**2 / (3 * high)       # Legendre parts of |w - w'|
    g1 = low**3 / (5 * high**2) - low
    gain = g1 * maxwell * w / (3 * w[:, None])
    operator = gain - np.diag(g0 @ maxwell)
    z = np.linalg.solve(operator - 1j * gyro * np.eye(points),
                        -np.ones(points))
    return np.sum(maxwell * w**2 / 3 * z)  # u_x + i*u_y per unit push


kappa = kinetic_response(0.0).real
assert np.isclose(kappa, kinetic_response(0.0, 120).real, rtol=1e-3)
sigma = kappa * e / (mass * N * s * K)    # reproduces the given mobility
path = 1 / (N * sigma)
response = kinetic_response(omega * path / s)
beta_kinetic = -response.imag / response.real
reduction_kinetic = response.real / kappa
assert abs(beta_kinetic / beta - 1) < 0.1


# Monte Carlo with candidate collisions at a fixed rate; velocities seen at
# the candidate times are unbiased samples of the time average.
def simulate(field, magnetic, density, g_max, seed):
    rng = np.random.default_rng(seed)
    ions, steps, burn = 40000, 500, 100
    rate = density * sigma * g_max
    gyro = e * magnetic / mass
    push = e * field / mass
    v = s * (rng.standard_normal(ions) + 1j * rng.standard_normal(ions))
    vz = s * rng.standard_normal(ions)
    total = np.zeros(ions, complex)
    for step in range(steps):
        t = rng.standard_exponential(ions) / rate
        if gyro == 0:
            v = v + push * t
        else:
            turn = np.exp(-1j * gyro * t)
            v = v * turn + push * (1 - turn) / (1j * gyro)
        if step >= burn:
            total += v
        n = s * rng.standard_normal((3, ions))
        n_perp = n[0] + 1j * n[1]
        g = np.sqrt(np.abs(v - n_perp)**2 + (vz - n[2])**2)
        assert g.max() < g_max
        hit = rng.random(ions) * g_max < g
        v = np.where(hit, n_perp, v)
        vz = np.where(hit, n[2], vz)
    mean = total / (steps - burn)
    error = max(mean.real.std(), mean.imag.std()) / np.sqrt(ions)
    return mean.real.mean(), mean.imag.mean(), error


# Low field, stronger magnet: both drift components test the kinetic solver.
E_low = 4.0
ux, uy, err = simulate(E_low, 5 * B, N, 3000.0, 1)
z = kinetic_response(5 * omega * path / s) * K * E_low / kappa
margin = 5 * err + 0.02 * abs(z)          # noise plus finite-field change
assert abs(ux - z.real) < margin
assert abs(uy - z.imag) < margin

# Doubled density: mobility must halve.
ux2, _, err2 = simulate(2 * E_low, 0.0, 2 * N, 3000.0, 2)
assert abs(ux2 - K * E_low) < 5 * err2 + 0.02 * K * E_low

# Process-plasma electric fields: heating of the ions by the field.
E_weak, E_strong = 10.0, 3.0 / 0.03
runs = []
for field, g_max, seed in ((E_weak, 4000.0, 3), (E_strong, 9000.0, 4)):
    ux, uy, err = simulate(field, B, N, g_max, seed)
    ratio = -uy / ux
    ratio_err = err / ux * np.sqrt(1 + ratio**2)
    runs.append((field, ux, ratio, ratio_err))
assert runs[1][2] + 5 * runs[1][3] < beta_kinetic
assert runs[1][1] / E_strong < 0.9 * K

T_hot = 450.0
beta_hot = K0 * N0 * kB * T_hot / pressure * B
rate_coefficient = 1e-13
nu_electron = N * rate_coefficient
beta_electron = e * B / const.m_e / nu_electron
gyroradius = np.sqrt(2) * s / omega
chamber = 0.10
assert beta_hot**2 < 0.1 and beta_electron > 10 and path < 0.1 * chamber

print(f"Pressure: {pressure / const.torr * 1e3:.1f} mTorr")
print(f"Pressure in SI: {pressure:.4f} Pa")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Magnetic field: {B * 1e4:.0f} G = {B:.3f} T")
print(f"Reduced mobility K0: {K0 * 1e4:.2f} cm^2/(V s)")
print(f"Ion mass: {mass:.4e} kg")
print(f"Standard density N0: {N0:.4e} m^-3")
print(f"Gas density N: {N:.4e} m^-3")
print(f"Density ratio N0/N: {N0 / N:.4e}")
print(f"Mobility K: {K:.3f} m^2/(V s) = {K * 1e4:.4e} cm^2/(V s)")
print(f"Ion gyrofrequency omega_c: {omega:.4e} rad/s")
print(f"Momentum-loss rate nu: {nu:.4e} 1/s")
print(f"Hall parameter beta: {beta:.4f}")
print(f"beta squared: {beta**2:.5f}")
print(f"Hall angle: {np.degrees(np.arctan(beta)):.2f} degrees")
print(f"Transverse factor 1/(1+beta^2): {reduction:.4f}")
print(f"Transverse reduction: {100 * (1 - reduction):.2f} percent")
print(f"Diffusion coefficient along B: {D:.4f} m^2/s")
print(f"Diffusion coefficient across B: {D * reduction:.4f} m^2/s")
print(f"Magnetic field for beta = 1: {1e4 / K:.0f} G")
print("Constant-cross-section model, same low-field mobility:")
print(f"  fitted cross section: {sigma:.3e} m^2")
print(f"  free path 1/(N sigma): {path * 1e3:.2f} mm")
print(f"  low-field Hall ratio: {beta_kinetic:.4f}")
print(f"  change from beta: {100 * (beta_kinetic / beta - 1):.2f} percent")
print(f"  transverse mobility factor: {reduction_kinetic:.4f}")
for field, speed, ratio, ratio_err in runs:
    print(f"  E = {field / 100:.1f} V/cm, E/N = {field / N * 1e21:.0f} Td:")
    print(f"    drift speed along E: {speed:.0f} m/s")
    print(f"    drift speed / E: {speed / field:.2f} m^2/(V s)")
    print(f"    Hall ratio: {ratio:.3f} +- {ratio_err:.3f} (std. error)")
print(f"Thermal speed per component: {s:.1f} m/s")
print(f"Thermal gyroradius sqrt(2kT/m)/omega_c: {gyroradius * 100:.2f} cm")
print(f"Chamber size (chosen): {chamber * 100:.0f} cm")
print(f"beta with gas at {T_hot:.0f} K, K0 held fixed: {beta_hot:.3f}")
print(f"Electron rate coefficient (rough): {rate_coefficient:.0e} m^3/s")
print(f"Electron collision rate: {nu_electron:.2e} 1/s")
print(f"Electron Hall parameter (rough): {beta_electron:.0f}")
print("verified")
```

Output:

```
Pressure: 10.0 mTorr
Pressure in SI: 1.3332 Pa
Gas temperature: 300 K
Magnetic field: 100 G = 0.010 T
Reduced mobility K0: 1.53 cm^2/(V s)
Ion mass: 6.6334e-26 kg
Standard density N0: 2.6868e+25 m^-3
Gas density N: 3.2188e+20 m^-3
Density ratio N0/N: 8.3471e+04
Mobility K: 12.771 m^2/(V s) = 1.2771e+05 cm^2/(V s)
Ion gyrofrequency omega_c: 2.4153e+04 rad/s
Momentum-loss rate nu: 1.8912e+05 1/s
Hall parameter beta: 0.1277
beta squared: 0.01631
Hall angle: 7.28 degrees
Transverse factor 1/(1+beta^2): 0.9840
Transverse reduction: 1.60 percent
Diffusion coefficient along B: 0.3302 m^2/s
Diffusion coefficient across B: 0.3249 m^2/s
Magnetic field for beta = 1: 783 G
Constant-cross-section model, same low-field mobility:
  fitted cross section: 8.024e-19 m^2
  free path 1/(N sigma): 3.87 mm
  low-field Hall ratio: 0.1312
  change from beta: 2.75 percent
  transverse mobility factor: 0.9826
  E = 0.1 V/cm, E/N = 31 Td:
    drift speed along E: 118 m/s
    drift speed / E: 11.79 m^2/(V s)
    Hall ratio: 0.117 +- 0.002 (std. error)
  E = 1.0 V/cm, E/N = 311 Td:
    drift speed along E: 673 m/s
    drift speed / E: 6.73 m^2/(V s)
    Hall ratio: 0.056 +- 0.001 (std. error)
Thermal speed per component: 249.9 m/s
Thermal gyroradius sqrt(2kT/m)/omega_c: 1.46 cm
Chamber size (chosen): 10 cm
beta with gas at 450 K, K0 held fixed: 0.192
Electron rate coefficient (rough): 1e-13 m^3/s
Electron collision rate: 3.22e+07 1/s
Electron Hall parameter (rough): 55
verified
```
